# Frustrated three-well tunnelling around an E × e conical intersection

A defect with three equivalent distorted configurations has a threefold symmetry operation $R$ that carries each configuration into the next. When tunnelling is weak, the three lowest states are combinations of three localised states. Take $|1\rangle$ in the first well and define $|2\rangle=R|1\rangle$, $|3\rangle=R^2|1\rangle$. Suppose that the Hamiltonian is real, and that $R$ is real, commutes with it and satisfies $R^3=1$. In an orthonormal set of such states every well has the same energy $e_0$ and every pair the same real hop $h$:

$$
H_3=\begin{pmatrix}e_0&h&h\\h&e_0&h\\h&h&e_0\end{pmatrix}.
$$

The vector $(1,1,1)$ has energy $e_0+2h$, and every vector whose components sum to zero has energy $e_0-h$. Symmetry therefore gives a singlet A and a doublet E with

$$
E_A-E_E=3h .
$$

The factor three is settled by this argument, but the sign of $h$ is not. A particle on an ordinary potential surface has $h=-t$ with $t>0$, so its singlet is lowest. Around a conical intersection the electronic state changes sign, and this makes $h=+t$, provided the tunnelling paths enclose only that one intersection.

The model has two degenerate electronic states and one doubly degenerate vibration with coordinates $(x,y)=\rho(\cos\phi,\sin\phi)$. Energies are measured in the vibrational quantum $\hbar\omega$ and lengths in $\sqrt{\hbar/(M\omega)}$, where $M$ is the moving mass. Spin is left out at first. The Hamiltonian is

$$
H=-\tfrac12\nabla^2+\tfrac12\rho^2+X\sigma_z+Y\sigma_x,
$$

$$
X+iY=F\rho\,e^{i\phi}+G\rho^2e^{-2i\phi},\qquad F>0,\quad 0<G<\tfrac12 .
$$

Here $F$ is the linear and $G$ the quadratic coupling, and $G<1/2$ keeps the lower surface bounded from below. When $\phi$ increases by $120^\circ$, both terms of $X+iY$ acquire the factor $e^{2\pi i/3}$, because $e^{-4\pi i/3}=e^{2\pi i/3}$. A rotation of the electronic pair compensates this, which gives the threefold symmetry.

The electronic matrix has eigenvalues $\pm\sqrt{X^2+Y^2}$. The squared modulus of $X+iY$ contains a cross term with the phase difference $3\phi$, so the lower surface is

$$
W=\tfrac12\rho^2-\rho\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\phi}.
$$

At fixed radius it is lowest where $\cos3\phi=1$, that is at $\phi=0,\pm120^\circ$. There the root is $F+G\rho$, and

$$
W=\tfrac12(1-2G)\rho^2-F\rho .
$$

Setting the radial derivative to zero gives the well radius and the Jahn–Teller energy:

$$
\rho_0=\frac{F}{1-2G},\qquad E_{JT}=\frac{F^2}{2(1-2G)} .
$$

Between the wells $\cos3\phi=-1$. For $\rho<F/G$ the root is $F-G\rho$, so $W=\tfrac12(1+2G)\rho^2-F\rho$. This has a radial minimum at $\rho_s=F/(1+2G)$, which lies inside $F/G$. It is a maximum along the angle, hence a saddle. The barrier is the energy difference

$$
B=\frac{F^2}{2}\left(\frac1{1-2G}-\frac1{1+2G}\right)=\frac{2GF^2}{1-4G^2}.
$$

The lower electronic state can be written with the angle $\theta=\arg(X+iY)$ as

$$
\chi=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix}.
$$

To verify it, apply the matrix with rows $(\cos\theta,\sin\theta)$ and $(\sin\theta,-\cos\theta)$. The first component becomes $-\cos\theta\sin(\theta/2)+\sin\theta\cos(\theta/2)=\sin(\theta/2)$, and the second becomes $-\sin\theta\sin(\theta/2)-\cos\theta\cos(\theta/2)=-\cos(\theta/2)$. The result is $-\chi$, as required for the lower state.

The half angle makes the winding of $\theta$ decisive. For $\rho<F/G$ write

$$
X+iY=F\rho e^{i\phi}\left(1+\frac{G\rho}{F}e^{-3i\phi}\right).
$$

The bracket stays in the right half of the complex plane and does not wind around zero. One turn in $\phi$ then raises $\theta$ by $2\pi$ and changes $\chi$ into $-\chi$. For $\rho>F/G$ the second term dominates, $\theta$ changes by $-4\pi$, and $\chi$ returns to itself. The difference comes from three further intersections at $\rho=F/G$, $\phi=60^\circ,180^\circ,300^\circ$, where $X=Y=0$. The sign change thus belongs to paths that pass between the central intersection and the outer three, and the result below requires such paths to dominate the tunnelling.

When the upper surface is far away, the total state is approximately $\psi(x,y)\chi(x,y)$. Projection of the kinetic energy on $\chi$ gives

$$
-\tfrac12\,\chi\cdot\nabla^2(\psi\chi)
=-\tfrac12\left[\nabla^2\psi+2(\chi\cdot\nabla\chi)\cdot\nabla\psi+\psi\,\chi\cdot\nabla^2\chi\right].
$$

Since $\chi$ is real and normalised, $\chi\cdot\nabla\chi=0$. Differentiating this once more gives $\chi\cdot\nabla^2\chi=-|\nabla\chi|^2=-|\nabla\theta|^2/4$. The nuclear equation is therefore

$$
\left[-\tfrac12\nabla^2+W+\tfrac18|\nabla\theta|^2\right]\psi=E\psi .
$$

No vector potential appears. The product $\psi\chi$ must be single-valued, however, so $\psi$ must change sign on a turn around the centre. The sign change thus enters as a boundary condition, while the local equation is that of an ordinary particle.

Consider first the same equation with a single-valued $\psi$. Replacing a real $\psi$ by $|\psi|$ does not raise its energy, so the ground state has no nodes. It is nondegenerate, because two orthogonal functions cannot both be free of nodes. It must then be the symmetric singlet, and $e_0+2h<e_0-h$ requires $h<0$. This defines $t=-h>0$ for the sign-free ring, with localised functions $g_1,g_2,g_3$.

Now restore the electronic factor. Advancing $\theta$ by $120^\circ$ rotates $\chi$ by $60^\circ$, and three such rotations make $180^\circ$, which is multiplication by $-1$. To obtain $R^3=1$, the electronic part of $R$ must be minus the $60^\circ$ rotation:

$$
U=-\begin{pmatrix}\cos60^\circ&-\sin60^\circ\\ \sin60^\circ&\cos60^\circ\end{pmatrix},\qquad U^3=1 .
$$

With $|1\rangle=g_1\chi$, where $\chi$ is continued smoothly from the first well, the next state is $|2\rangle=R|1\rangle=-g_2\chi$ in the region joining the two wells. The hop is an integral dominated by that region, so

$$
h=\langle1|H|2\rangle\simeq-\langle g_1|H|g_2\rangle=-(-t)=+t .
$$

The approximation neglects paths that go the other way round, through the third well. By symmetry the other two bonds have the same value. With $h=t$ the levels are

$$
E_E=e_0-t\ \text{(twice)},\qquad E_A=e_0+2t,\qquad E_A-E_E=3t .
$$

The signs of individual hops depend on the signs given to the well states, but the product around the ring does not, because each state occurs in it twice:

$$
H_{12}H_{23}H_{31}=\begin{cases}-t^3&\text{without the sign change},\\+t^3&\text{with it}.\end{cases}
$$

If $\chi$ itself is used at $\theta=0,120^\circ,240^\circ$, the electronic overlaps are $\cos60^\circ$, $\cos60^\circ$ and $\cos120^\circ$. Two bonds then keep the hop $-t$ and the third has $+t$.

The energy of a real normalised state $(c_1,c_2,c_3)$ shows why this ring is called frustrated. With all hops equal to $+t$,

$$
E-e_0=2t(c_1c_2+c_2c_3+c_3c_1)=t\left[(c_1+c_2+c_3)^2-1\right].
$$

Each bond would gain energy if its two amplitudes had opposite signs, but three real amplitudes cannot be pairwise opposite. The best compromise is $c_1+c_2+c_3=0$, with energy $-t$. This condition leaves a plane of solutions, which is the doublet. In the sign-free ring the bracket is multiplied by $-t$. The largest value of $(c_1+c_2+c_3)^2$, which is 3, is then favourable, and the singlet reaches $-2t$. The sign change therefore halves the tunnelling gain of the ground state as well as reversing the order.

The same levels follow from the boundary condition. Let the amplitudes be $c_j=e^{ikj}$ with every local hop equal to $-t$. The condition $c_{j+3}=-c_j$ requires $k=(2m+1)\pi/3$, and

$$
E_m=e_0-2t\cos\frac{(2m+1)\pi}{3}.
$$

The values $k=\pm\pi/3$ give $e_0-t$ twice, and $k=\pi$ gives $e_0+2t$.

The amplitude $t$ refers to orthonormal well states. Suppose instead that approximate well functions have overlap $s$, diagonal element $H_d$ and off-diagonal element $H_o$, with the signs chosen so that all three pairs are equal. Then

$$
E_A=\frac{H_d+2H_o}{1+2s},\qquad E_E=\frac{H_d-H_o}{1-s}.
$$

On a common denominator, the numerator of the difference is $(H_d+2H_o)(1-s)-(H_d-H_o)(1+2s)=3(H_o-sH_d)$. Hence

$$
h=\frac{H_o-sH_d}{(1+2s)(1-s)} .
$$

The bare element $H_o$ depends on the zero of energy, whereas this combination does not.

A meaning of $t$ that does not use the ring gap comes from blocking one well. The remaining two states have the energies $e_0\pm t$, whatever the sign of their hop, and are split by $2t$. The ring gap should then be $3/2$ times the pair splitting, apart from corrections due to longer paths and to the blocking itself.

For numbers, take $\hbar\omega=40$ meV, $E_{JT}=200$ meV, $B=40$ meV and a moving mass of 16 atomic mass units. Dividing the two surface formulas gives $B/E_{JT}=4G/(1+2G)$. With $r=B/E_{JT}=0.2$,

$$
G=\frac{r}{4-2r}=\frac{0.2}{3.6}=0.0556,\qquad
F=\sqrt{2\times5\times(1-0.1111)}=2.981 .
$$

The wells lie at $\rho_0=2.981/0.8889=3.354$. The length unit is 0.0808 Å, so the normal coordinate of the distortion is 0.271 Å. For an octahedron of ligands of this mass, the two axial bonds change by $0.271/\sqrt3=0.156$ Å and the four equatorial bonds by half as much in the opposite sense. The saddles are at 2.683, while the outer intersections are at $F/G=53.7$, far outside the region of the wells. The two surfaces are separated at a well by $2\rho_0(F+G\rho_0)=21.3$ quanta, or about 850 meV, which supports the use of one surface for the argument.

Diagonalisation of the full two-state Hamiltonian, without the one-surface approximation, gives a doublet lowest, a singlet 0.510 meV above it and the next level at 21.7 meV. The triad is thus well isolated. A finer grid leaves the gap at 0.510 meV. Orthonormal well states built from the triad have 99.7% of their weight in their own $120^\circ$ sector. Their hops are $-0.170$, $-0.170$ and $+0.170$ meV, with the positive product that marks frustration, and $3\times0.170=0.510$ meV.

Removing the sign change while keeping the lower surface and its scalar correction puts the singlet about 0.51 meV below the doublet. All three hops are then about $-0.17$ meV. The third digit is uncertain here, because the scalar correction is singular at the centre and shifts this gap by about 0.002 meV between numerical treatments. Solved in polar coordinates, the one-surface equation gives a gap of 0.5075 meV for single-valued $\psi$, with the singlet lowest, and 0.518 meV for $\psi$ that changes sign, with the doublet lowest; the latter is 1.6% above the two-state value. On the same surface the order reverses while the magnitude changes by 2%, so the boundary condition, and not the shape of the surface, is responsible for the order.

To measure $t$ separately, one well was blocked by a repulsive Gaussian 120 meV high with a standard deviation of 0.8 length units. The other two wells split by 0.334 meV, which gives $t=0.167$ meV. The ratio of ring gap to pair splitting is $0.510/0.334=1.53$, about 2% above $3/2$. These numbers depend somewhat on the blocking: heights from 60 to 240 meV and widths from 0.5 to 1.1 give splittings from 0.332 to 0.337 meV and ratios from 1.51 to 1.54. The calculation does not separate the parts of the difference due to longer paths and to the tail of the Gaussian.

A doublet ground state does not require high barriers, although the description by $t$ does. In the opposite limit, take $G=0$ and large $F$, so that the system moves freely around a circular trough of radius $F$. An antiperiodic angular function has $\psi\propto e^{ij\phi}$ with half-integer $j$, and its angular energy is $j^2/(2F^2)$. The ground doublet has $j=\pm1/2$, and the next pair, $j=\pm3/2$, lies higher by

$$
\frac{1}{2F^2}\left(\frac94-\frac14\right)=\frac1{F^2}.
$$

A weak potential $-v\cos3\phi$ connects $j=3/2$ with $j=-3/2$ through the matrix element $-v/2$ and splits them into two singlets at $\mp v/2$ about their common energy. To first order it leaves the ground doublet unsplit. The doublet is again lowest, but the gap is now a rotational energy, and no tunnelling amplitude can be read from it.

The condition on the paths is a real restriction, as the limit $F=0$ shows. The outer intersections then merge with the central one, $\theta=-2\phi$, and $\chi=(\sin\phi,\cos\phi)$ is single-valued. Insert $\Psi=f(\rho)\chi$ in the full Hamiltonian. Both components have angular dependence of order one, so the Laplacian multiplies $\chi$ by the same radial expression and does not mix in the upper state:

$$
-\tfrac12\left(f''+\frac{f'}{\rho}-\frac{f}{\rho^2}\right)+\tfrac12(1-2G)\rho^2f=Ef .
$$

This is a two-dimensional oscillator of frequency $\sqrt{1-2G}$ with one unit of angular momentum. Its lowest energy is

$$
E_A=2\sqrt{1-2G}.
$$

At $G=0$ this singlet, at energy 2, lies above the ground doublet at energy 1. It falls as $G$ grows. At $G=0.48$ the formula gives 0.400, and diagonalisation gives the same value, with the lowest doublet at 0.433. The singlet has become the ground state. This limit has no three separate wells, so it does not locate a crossing at finite $F$. It does show that an E × e coupling alone does not guarantee a doublet ground state.

Strain can give the three wells different energies, and it then competes with the tunnelling. Add $S\sigma_z$ to the Hamiltonian. In the lower electronic state $\chi\cdot\sigma_z\chi=-\cos\theta$, so the site energies are $-pS$, $+pS/2$ and $+pS/2$. Here $p=-\langle\sigma_z\rangle$ in the first well state, which is 0.968. It is close to the average of $\cos\theta$ over that state, 0.966, and falls below 1 mainly because of zero-point motion. In the gauge with all hops $+t$, the combination of wells 2 and 3 with opposite amplitudes has energy

$$
E_{-}=e_0+\tfrac12pS-t .
$$

Well 1 and the even combination of the other two form the matrix

$$
\begin{pmatrix}e_0-pS&\sqrt2\,t\\ \sqrt2\,t&e_0+\tfrac12pS+t\end{pmatrix}.
$$

Its eigenvalues are

$$
e_0+\frac{t}{2}-\frac{pS}{4}\pm\sqrt{\left(\frac t2+\frac{3pS}{4}\right)^2+2t^2}.
$$

For small $S$ the root is $3t/2+pS/4$, so the lower eigenvalue is $e_0-t-pS/2$, and in this three-site model the doublet splits by $pS$. Strain elements between different wells, which the model leaves out, change this splitting slightly. In the full Hamiltonian the small-strain splitting is $0.984\,S$, against $pS=0.968\,S$. With an assumed strain coupling of 1.5 eV per unit tetragonal strain, a strain of $10^{-4}$ gives $S=0.150$ meV. This coupling is a separate rough input. An octahedron with bonds of 2.1 to 2.4 Å that followed the strain $e_{zz}-(e_{xx}+e_{yy})/2$ fully would have 3.6 to 4.1 eV from the value of $F$ used here, so the strains quoted below are uncertain by more than a factor of two and $S$ is the meaningful quantity. The three-site formula then gives successive spacings of 0.163 and 0.455 meV, and the full Hamiltonian gives 0.165 and 0.454 meV. At a strain of $10^{-3}$, $S=1.50$ meV, and 98.6% of the ground-state weight lies in the sector of one well. The defect then behaves as statically distorted, although its unstrained Hamiltonian has threefold symmetry. This holds for the sign of strain that lowers one well. A strain of the same size and opposite sign lowers wells 2 and 3 equally, and the ground state remains shared between them, with a tunnelling splitting of about $2t$, until a strain component that distinguishes these two wells is added.

The parameters are rough typical values for a Cu²⁺ impurity on an octahedral oxide site, where one hole occupies an orbital doublet that couples to tetragonal distortions. They set a regime and do not predict a measured splitting. The gap was calculated without random strain, but a strain of $10^{-4}$ already splits the doublet by about a third of $3t$. The barrier is another source of uncertainty. Raising it by 10%, with $E_{JT}$ and $\hbar\omega$ held fixed, lowers the gap from 0.510 to 0.421 meV, or by 18%. For a rough spin–orbit energy of 100 meV and a cubic splitting of 1200 meV, the second-order shift has the scale $100^2/1200=8.3$ meV. At the undistorted octahedral site it is common to the orbital doublet and does not split it. A distortion changes the energy denominator by an amount of the order of $E_{JT}$, so the shift changes by something of the order of $8.3\times200/1200=1.4$ meV. This estimate is likely low by a factor of two or three, because the electronic level at a well moves by 425 meV, about twice $E_{JT}$, and because the orbital matrix elements of a $d$ shell multiply the second-order shift by about $3/2$. The change exceeds $3t$ but is equal in the three wells, and it is of the order of 1% of $E_{JT}$. Its effect on the barrier, like that of phonon dispersion and further anharmonicity, has not been calculated.

The gap corresponds to a temperature of 5.9 K. Well above this, but with the higher levels still little occupied, the three states of the triad are almost equally populated. At 77 K the Boltzmann factor of the next vibronic level relative to the ground level is 0.038. A static supercell calculation can supply $E_{JT}$, $B$ and the distortion, but relaxing the atoms into one of the three minima does not give the tunnelling levels. These require the nuclear motion and the sign carried by the electronic state around the ring. The numerical output below collects the main values used here.

## Computed values

```
INPUTS (rough typical, Cu2+ on octahedral oxide site)
vibrational quantum           40.0 meV
Jahn-Teller energy            200.0 meV
barrier between wells         40.0 meV
moving mass                   16.0 u
SURFACE
linear coupling F             2.9814 (dimensionless)
quadratic coupling G          0.0556 (dimensionless)
length unit                   0.0808 angstrom
well radius                   3.354 = 0.271 angstrom
saddle radius                 2.683 (dimensionless)
outer intersection radius     53.67 (dimensionless)
scanned depth, barrier        200.000, 40.000 meV
sign on inner, outer loop     -1, +1
FULL TWO-STATE PROBLEM (energies from lowest level)
level 2                       0.00000 meV
level 3                       0.51010 meV
level 4                       21.70498 meV
singlet minus doublet         0.5101 meV
same on finer grid            0.5101 meV
hop magnitude t               0.1700 meV
hops 12, 23, 31               -0.1700, -0.1700, +0.1700 meV
weight of well state at home  0.9967
SIGN CHANGE REMOVED
doublet minus singlet         0.5092 meV
hops 12, 23, 31               -0.1697, -0.1697, -0.1697 meV
ONE WELL BLOCKED
pair splitting                0.3344 meV
ring gap / pair splitting     1.5253 (ideal 3/2)
MERGED INTERSECTIONS (F = 0), units of the quantum
quadratic coupling G          0.48
singlet: grid, formula        0.40000, 0.40000
doublet: grid                 0.43348
SIZE OF NEGLECTED EFFECTS
temperature equal to 3t       5.92 K
next-level factor at 77 K     0.0380
strain coupling (rough)       1.50 eV per strain
strain energy at 1e-4         0.150 meV
sigma_z in well 1             -0.9682
spacings at 1e-4, full        0.1646, 0.4537 meV
spacings at 1e-4, ring        0.1628, 0.4551 meV
strain energy at 1e-3         1.500 meV
ground weight in well 1       0.9860 at strain 1e-3
gap with barrier +10%         0.4206 meV
spin-orbit, cubic (rough)     100, 1200 meV
second-order common shift     8.33 meV
its change with distortion    1.39 meV (scale)
```
